\section*{Flux Dependence of Two-Hit Amorphization with Recovery of Singly Hit Regions}

\section{Definitions and conventions}

A crystal is bombarded by ions of steady flux $J$, counted per unit area and time. The fluence after time $t$ is $\Phi=Jt$. Consider a plane at fixed depth. Each ion damages an area $\sigma$ of this plane, and a point inside that area is said to be hit. A point is in one of three states, with probabilities
\[
p_0\ \text{(crystalline)},\qquad p_1\ \text{(singly hit)},\qquad p_a\ \text{(amorphous)},
\]
where $p_0+p_1+p_a=1$. At $t=0$ the plane is crystalline, so $p_0=1$.

The assumptions are as follows.
\begin{enumerate}
\item Ions arrive independently and uniformly over the area considered.
\item A first hit leaves damage that recovers completely. Its lifetime has an exponential distribution with mean $\tau$.
\item A second hit before recovery makes the point amorphous, and the amorphous state is permanent.
\item The quantities $\sigma$ and $\tau$ do not depend on $J$. In particular, the temperature is held fixed when fluxes are compared.
\end{enumerate}

Two combinations are used throughout:
\begin{equation}
k=\sigma J,\qquad x=k\tau=\sigma J\tau .
\end{equation}
The first is the hit rate of a point and the second is the mean number of hits during one damage lifetime. Low flux means $x\ll1$. The characteristic fluence $\Phi_{63}$ is defined by $p_a=1-1/e$, that is, 63 per cent amorphous area.

\section{The theorem}

\paragraph{Theorem.} Let $S=1-p_a$ be the fraction not yet amorphous, and define
\begin{equation}
\Phi_c=\frac{1}{\sigma^2J\tau}.
\end{equation}
Under the assumptions above:

(i) After a transient lasting a few $\tau$, the conversion rate at low flux is, to leading order in $x$,
\begin{equation}
\frac{dp_a}{dt}=\sigma^2J^2\tau\,(1-p_a),\qquad
\frac{dp_a}{d\Phi}=\sigma^2J\tau\,(1-p_a). \label{law}
\end{equation}

(ii) At every time,
\begin{equation}
0\le S-e^{-\Phi/\Phi_c}\le \frac{2x}{e}+x^2 . \label{bound}
\end{equation}

(iii) As $J\to0$, $\Phi_{63}/\Phi_c\to1$. The characteristic fluence therefore varies as $1/J$ in this limit.

(iv) At any flux, the mean fluence at which a point becomes amorphous is
\begin{equation}
\bar\Phi=\frac{2}{\sigma}+\frac{1}{\sigma^2J\tau}. \label{mean}
\end{equation}

The inverse law is thus a low-flux law. The first term of (\ref{mean}) is the fluence needed for two hits when nothing recovers, and it does not depend on flux.

\section{Lemmas}

\paragraph{Lemma 1 (balance equations).} The probabilities obey
\begin{align}
\dot p_0&=-kp_0+p_1/\tau, \label{b0}\\
\dot p_1&=kp_0-(k+1/\tau)p_1, \label{b1}\\
\dot p_a&=kp_1. \label{ba}
\end{align}

\emph{Proof.} Take the damaged areas to be discs. A given point is hit when the centre of a disc falls within a disc of area $\sigma$ around that point. In a short time $dt$ this happens with probability $\sigma J\,dt=k\,dt$, independently of earlier arrivals. A crystalline point therefore becomes singly hit at rate $k$. A singly hit point has two exits: recovery at the constant rate $1/\tau$, which is the property of an exponential lifetime, and conversion at rate $k$. Collecting gains and losses gives the three equations. Their sum is zero, as conservation of probability requires. $\square$

Partial overlap of discs needs no extra correction. The area fraction in a state is the average over points of the probability of that state, and each point sees the same hit rate. Neighbouring points are correlated, but this affects the fluctuations of the area fraction and not its mean.

\paragraph{Lemma 2 (exact solution).} Define
\begin{equation}
L_\pm=\frac{1+2x\pm\sqrt{1+4x}}{2\tau},\qquad
D=L_+-L_-=\frac{\sqrt{1+4x}}{\tau}. \label{roots}
\end{equation}
Then
\begin{equation}
S(t)=\frac{L_+e^{-L_-t}-L_-e^{-L_+t}}{D}. \label{S}
\end{equation}

\emph{Proof.} Since $S=p_0+p_1$, equation (\ref{ba}) gives $\dot S=-kp_1$. Put $p_0=S-p_1$ into (\ref{b1}):
\begin{equation}
\dot p_1=kS-(2k+1/\tau)p_1. \label{p1S}
\end{equation}
Multiply by $-k$ and use $-kp_1=\dot S$, hence $-k\dot p_1=\ddot S$:
\begin{equation}
\ddot S+(2k+1/\tau)\dot S+k^2S=0. \label{ode}
\end{equation}
A solution $e^{-Lt}$ requires $L^2-(2k+1/\tau)L+k^2=0$. The discriminant is
\[
(2k+1/\tau)^2-4k^2=\frac{1}{\tau^2}+\frac{4k}{\tau}=\frac{1+4x}{\tau^2},
\]
which gives (\ref{roots}). The constant and linear coefficients of the quadratic give
\begin{equation}
L_+L_-=k^2,\qquad L_++L_-=2k+1/\tau. \label{vieta}
\end{equation}
Initially $S=1$, and $\dot S=-kp_1=0$. For $S=Ae^{-L_-t}+Be^{-L_+t}$ these conditions read $A+B=1$ and $L_-A+L_+B=0$. Hence $A=L_+/D$ and $B=-L_-/D$. $\square$

\paragraph{Lemma 3 (slow rate).} The smaller decay rate satisfies
\begin{equation}
\frac{k^2\tau}{1+2x}\le L_-\le k^2\tau, \label{slow}
\end{equation}
and for small $x$ it has the expansion $L_-\tau=x^2-2x^3+5x^4-\dots$

\emph{Proof.} From (\ref{vieta}), $L_-=k^2/L_+=k^2\tau/(L_+\tau)$. Because $1\le\sqrt{1+4x}\le1+2x$, equation (\ref{roots}) gives
\[
1\le L_+\tau\le1+2x,
\]
and (\ref{slow}) follows. For the expansion, use
\[
\sqrt{1+4x}=1+2x-2x^2+4x^3-10x^4+\dots
\]
in $L_-\tau=\tfrac12(1+2x-\sqrt{1+4x})$. $\square$

\section{Proof of the theorem}

\subsection{The conversion rate}

The origin of the rate is visible before the exact solution is used. At low flux $S$ changes over a time of order $1/(k^2\tau)=\tau/x^2$, much longer than $\tau$. While $S$ is still close to one, equation (\ref{p1S}) becomes, with $2k$ neglected against $1/\tau$,
\[
\dot p_1+\frac{p_1}{\tau}=k,\qquad p_1=x\left(1-e^{-t/\tau}\right).
\]
The singly hit population fills up within a few $\tau$. Afterwards it follows the slowly falling crystalline population, with $p_1\simeq xp_0\simeq xS$. The conversion rate is then $kp_1\simeq kxS=k^2\tau S$. One factor $J$ supplies the singly hit points and the other supplies the second hits.

To establish this with its error, differentiate (\ref{S}) and use $L_+L_-=k^2$:
\[
-\dot S=\frac{k^2}{D}\left(e^{-L_-t}-e^{-L_+t}\right).
\]
Divide by $S$ and take out the common factor $e^{-L_-t}$. With $\dot p_a=-\dot S$ the result is
\begin{equation}
\frac{\dot p_a}{1-p_a}=L_-\,\frac{1-e^{-Dt}}{1-(L_-/L_+)e^{-Dt}} . \label{hazard}
\end{equation}
The right side starts at zero, because no point has yet been hit once, and approaches $L_-$ in a time $1/D\simeq\tau$. By Lemma 3, $L_-=k^2\tau(1-2x+\dots)$. This proves the first form of (\ref{law}), with a relative correction of about $2x$. Since $d\Phi=J\,dt$, division by $J$ gives the second form. The rate in time goes as $J^2$, but the rate per ion goes as $J$.

\subsection{The error of the simple exponential}

Integrating (\ref{law}) from the undamaged state gives $p_a=1-e^{-\Phi/\Phi_c}$. Write $s=\Phi/\Phi_c=k^2\tau t$ and split the error of this law into two parts:
\[
S-e^{-s}=\left(S-e^{-L_-t}\right)+\left(e^{-L_-t}-e^{-s}\right).
\]
The first part is due to the transient. From (\ref{S}), with $L_+=D+L_-$,
\[
S-e^{-L_-t}=\frac{L_-}{D}\left(e^{-L_-t}-e^{-L_+t}\right).
\]
It is non-negative and at most $L_-/D\le x^2$, since $L_-\tau\le x^2$ and $D\tau\ge1$.

The second part is due to the shift of the slow rate. Put $c=1/(L_+\tau)\le1$, so that $L_-t=cs$. The function $e^{-qs}$ has slope of magnitude $se^{-qs}$ in $q$, which is largest at $q=c$ on the interval from $c$ to 1. Therefore
\[
0\le e^{-cs}-e^{-s}\le(1-c)\,s\,e^{-cs}\le\frac{1-c}{c\,e}.
\]
The last step uses the fact that $ye^{-y}\le1/e$ with $y=cs$. Finally $(1-c)/c=L_+\tau-1\le2x$. Adding the two parts proves (\ref{bound}). The error has a definite sign: the simple law overestimates the amorphous fraction.

\subsection{The characteristic fluence}

At $\Phi=\Phi_{63}$, $S=1/e$. The bound then gives $e^{-s}=1/e-\delta$ with $0\le\delta\le2x/e+x^2$. Solving for $s=\Phi_{63}/\Phi_c$,
\begin{equation}
1\le\frac{\Phi_{63}}{\Phi_c}\le1-\ln(1-2x-ex^2),
\end{equation}
valid while the argument of the logarithm is positive. Both sides tend to one as $x\to0$, which proves (iii). To first order, the condition $e^{-s(1-2x)}=1/e$ gives $\Phi_{63}\simeq\Phi_c(1+2x)$.

The law says that doubling the flux halves the fluence needed. The chance that a second ion arrives within the lifetime of the first damage has doubled. The time needed falls by four, because those ions are also delivered twice as fast.

\subsection{The mean fluence}

The mean time to amorphization is the integral of the surviving fraction:
\begin{align}
T=\int_0^\infty S\,dt
&=\frac1D\left(\frac{L_+}{L_-}-\frac{L_-}{L_+}\right)
=\frac{L_+^2-L_-^2}{DL_+L_-}\notag\\
&=\frac{L_++L_-}{k^2}=\frac2k+\frac1{k^2\tau}.
\end{align}
Multiplication by $J$ gives (\ref{mean}). $\square$

Counting hits gives the same result. A singly hit point is hit again before recovery with probability
\begin{equation}
q=\frac{k}{k+1/\tau}=\frac{x}{1+x}. \label{q}
\end{equation}
On average $1/q=1+1/x$ first hits are needed until one of them is followed in time. The successful second hit adds one more, so the mean number is $2+1/x$. Each hit costs a mean fluence $1/\sigma$.

\section{The crossover to high flux}

Write (\ref{mean}) as $\bar\Phi=(2+1/x)/\sigma$. With $\sigma$ and $\tau$ fixed, its local exponent is
\begin{equation}
\frac{d\ln\bar\Phi}{d\ln J}=-\frac{1/x}{2+1/x}=-\frac1{1+2x}.
\end{equation}
The exponent is near $-1$ for $x\ll1$ and has fallen in magnitude to one half at $x=1/2$.

For $x\gg1$ recovery is too slow to matter. Dropping $1/\tau$ from (\ref{ode}) leaves a double root $L=k$, and the initial conditions select
\begin{equation}
S=(1+u)e^{-u},\qquad u=kt=\sigma\Phi .
\end{equation}
This is the Poisson probability of fewer than two hits. Setting it to $1/e$ gives $u=2.146$, so the characteristic fluence levels off at $2.146/\sigma$.

\section{Worked example: warm silicon}

Consider 100 keV silicon ions entering silicon on a chuck at 350 K. Rough model parameters are $\sigma=5\ \mathrm{nm^2}=5\times10^{-14}\ \mathrm{cm^2}$ and $\tau=10$ ms. The flux is $J=10^{13}\ \mathrm{cm^{-2}s^{-1}}$, a current density of $1.6\ \mu\mathrm{A/cm^2}$ for singly charged ions, from a static uniform beam. Then
\begin{align*}
k&=(5\times10^{-14})(10^{13})=0.50\ \mathrm{s^{-1}},\\
x&=(0.50)(0.010)=0.0050,\\
k^2\tau&=(0.50)^2(0.010)=2.5\times10^{-3}\ \mathrm{s^{-1}},\\
\Phi_c&=\frac{10^{13}}{2.5\times10^{-3}}=4.0\times10^{15}\ \mathrm{cm^{-2}}.
\end{align*}
This is 40 ions per $\mathrm{nm^2}$, delivered in 400 s. A point is hit $2+1/x=202$ times on average, counting the final hit that falls close enough to its predecessor to amorphize the point.

Solving the balance equations numerically gives a conversion rate of $2.475\times10^{-3}\ \mathrm{s^{-1}}$, lower than the leading-order rate by the expected fraction $2x=1$ per cent. The largest error of the simple exponential is 0.0037 in amorphous fraction, in agreement with $2x/e$.

Changing the flux at fixed $\sigma$ and $\tau$ gives:

\begin{center}
\begin{tabular}{cccc}
$J$ ($\mathrm{cm^{-2}s^{-1}}$) & $x$ & $\Phi_c$ ($\mathrm{cm^{-2}}$) & $\Phi_{63}$ ($\mathrm{cm^{-2}}$)\\
$10^{12}$ & 0.0005 & $4.00\times10^{16}$ & $4.00\times10^{16}$\\
$10^{13}$ & 0.005 & $4.00\times10^{15}$ & $4.04\times10^{15}$\\
$10^{14}$ & 0.05 & $4.00\times10^{14}$ & $4.40\times10^{14}$\\
$10^{15}$ & 0.5 & $4.00\times10^{13}$ & $8.02\times10^{13}$\\
$10^{16}$ & 5 & $4.00\times10^{12}$ & $4.61\times10^{13}$
\end{tabular}
\end{center}

The inverse law is 1 per cent low at $x=0.005$ and 9 per cent low at $x=0.05$, relative to the exact $\Phi_{63}$. At $x=5$ it is low by more than a factor of ten, and the exact value is approaching the plateau of $4.29\times10^{13}\ \mathrm{cm^{-2}}$. The rows of highest flux serve to show the crossover. Beam heating is left out of the whole table.

The overlap argument of Lemma 1 was tested by placing random discs, each with its own random lifetime, on a plane. For $x=0.2$ and eight hits per point on average, the simulated amorphous fraction is 0.680 in one run, with a run-to-run statistical scatter of about 0.013. Equation (\ref{S}) gives 0.682, whereas the low-flux law gives 0.798. The test therefore distinguishes the exact result from its limit.

\section{Remarks on the assumptions}

\paragraph{Remark 1 (one-hit amorphization).} Suppose a first hit amorphizes directly with probability $f$. At small $f$ and $x$, $p_1\simeq xp_0$ still holds, and the conversion rate is
\begin{equation}
fkp_0+kp_1\simeq k(f+x)p_0,\qquad
\Phi_{63}\simeq\frac1{\sigma(f+x)}.
\end{equation}
The inverse law now needs $f\ll x\ll1$. At lower flux the fluence levels off at $1/(\sigma f)$, because isolated ions do the work. For a chosen $f=2\times10^{-4}$ the example's fluence falls by 4 per cent. The two mechanisms are equal at $J=f/(\sigma\tau)=4\times10^{11}\ \mathrm{cm^{-2}s^{-1}}$.

Incomplete recovery acts similarly. If a fraction $f$ of first hits leaves permanent damage, the success probability (\ref{q}) becomes $f+(1-f)x/(1+x)\simeq f+x$. In the example, $f=0.005$ would halve the fluence.

\paragraph{Remark 2 (reversion).} Let amorphous points return to crystal at rate $r$. In the steady state $kp_1=rp_a$, and (\ref{b1}) gives $p_0=(1+1/x)p_1$. Normalization then reads
\[
p_a\left[1+\frac rk\left(2+\frac1x\right)\right]=1,
\qquad p_a=\frac1{1+rT}.
\]
With $T=404$ s and a chosen reversion lifetime of $10^4$ s, the final amorphous fraction is 0.96. This lifetime only illustrates the formula: thermal regrowth of a continuous amorphous silicon layer is negligible at 350 K. On a warm target the ions themselves can recrystallize amorphous zones. Such beam-driven reversion has a rate that depends on the flux and is not described by the fixed $r$ assumed here. Complete amorphization needs $rT\ll1$, which becomes harder to meet at low flux because $T$ grows as $1/J^2$.

\paragraph{Remark 3 (beam heating).} Let $\tau$ be thermally activated with barrier $E$, so that $\ln\tau=E/(k_BT_s)+\text{constant}$. The sample temperature is $T_s=T_0+\Delta T$, with $\Delta T$ proportional to $J$. Then $d\ln\tau/d\ln J=-E\Delta T/(k_BT_s^2)$, and $\Phi_c\propto1/(J\tau)$ gives
\begin{equation}
\frac{d\ln\Phi_c}{d\ln J}=-1+\frac{E\,\Delta T}{k_BT_s^2}.
\end{equation}
The beam delivers $0.16\ \mathrm{W/cm^2}$. For a rough chuck conductance of $20\ \mathrm{mW/(cm^2K)}$ the rise is 8 K. With a rough barrier of 0.4 eV, $\tau$ falls from 10 to 7.4 ms and the fluence rises by 34 per cent, to about $5.4\times10^{15}\ \mathrm{cm^{-2}}$. The local exponent becomes $-0.71$. The barrier is an effective one: with $\tau=10$ ms at 350 K it implies an attempt rate of about $6\times10^7\ \mathrm{s^{-1}}$, far below atomic vibration frequencies. A single activated jump with an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ would need a barrier of 0.76 eV, and heating would then have a larger effect. In this model a flux series at fixed chuck temperature therefore departs from the inverse law near the example's flux and above. Since the heating is proportional to $J$, the departure vanishes at low flux: at $10^{12}\ \mathrm{cm^{-2}s^{-1}}$ the local exponent is $-0.97$ with the 0.4 eV barrier. At high flux the heating wins. At $10^{14}\ \mathrm{cm^{-2}s^{-1}}$ the same conductance and barrier give a rise of 80 K and a local exponent of about $+1$, so the fluence needed then increases with flux.

\paragraph{Remark 4 (scanned beams).} Let the beam strike a point for a time $a$ and be absent for a time $b$, with duty $d=a/(a+b)$. At equal mean flux, the hit rate during the pulse is $k/d$. Measure $p_1$ in units of its pulse limit $k\tau/d$ and call the result $v$. With $\alpha=e^{-a/\tau}$ and $\beta=e^{-b/\tau}$, the periodic low-flux solution has
\[
v_{\rm end}=1-(1-v_{\rm start})\alpha,\qquad v_{\rm start}=\beta v_{\rm end}.
\]
Hence $1-v_{\rm start}=(1-\beta)/(1-\alpha\beta)$. Averaging $v=1-(1-v_{\rm start})e^{-t/\tau}$ over the pulse gives $\bar v$. The mean conversion rate is $d(k/d)(k\tau/d)\bar v$, larger than $k^2\tau$ by
\begin{equation}
R=\frac{\bar v}{d}=\frac1d\left[1-\frac\tau a\,\frac{(1-\alpha)(1-\beta)}{1-\alpha\beta}\right].
\end{equation}
For $d=0.1$ and a period of 1 ms, $R=1.001$: the damage outlives many periods and responds to the mean flux. For a period of 1 s, $R=9.0$. The full balance equations give a rate 8.4 times their own rate for a steady beam of the same mean flux. The low-flux formula neglects terms of relative order $x$, and $x$ is 0.05 during the pulse. At a fixed scan pattern $R$ does not depend on $J$, so the inverse law survives with a different prefactor as long as $x/d$, the value of $x$ during the pulse, is small. For the period of 1 s the local exponent is $-0.99$ at $J=10^{12}\ \mathrm{cm^{-2}s^{-1}}$ and $-0.92$ at $10^{13}\ \mathrm{cm^{-2}s^{-1}}$.

\paragraph{Remark 5 (the real case).} Amorphizing silicon with its own ions near room temperature takes roughly $10^{15}\ \mathrm{cm^{-2}}$, and more on a warmer target, so the example has a reasonable magnitude. This does not test the flux dependence, because $\sigma$ and $\tau$ were chosen. In real silicon, defects that migrate and interact, or damage that needs more than two overlaps, can give a measured exponent other than $-1$. Its $\sigma$ and $\tau$ are effective parameters, not measured properties, and both depend on ion, depth and temperature. Among the effects sized here, slow scanning is the largest: it would lower the exact $4.0\times10^{15}$ to about $4.8\times10^{14}\ \mathrm{cm^{-2}}$. Heating raises the fluence by about a third with the 0.4 eV barrier, and by about three quarters with a barrier of 0.76 eV. Sputtering at a rough yield of one atom per ion removes 0.8 nm, little compared with an ion range of order 100 nm. The result is also sensitive to the assumption of complete recovery: with some 200 hits per point, a small permanent residue changes the result appreciably, as Remark 1 shows.

\section*{Computed results}
\begin{verbatim}
damaged area per ion sigma = 5.0 nm2
single-hit lifetime tau = 10.0 ms
ion flux J = 1.00e+13 cm^-2 s^-1
current density = 1.602 uA/cm2
hit rate k = 0.5000 1/s
small parameter x = 0.00500
low-flux conversion rate = 2.5000e-03 1/s
conversion rate from balance equations = 2.4753e-03 1/s
p1/p0 from balance equations = 0.00498
characteristic fluence, low-flux law = 4.000e+15 cm^-2
characteristic fluence in ions per nm2 = 40.00
characteristic time = 400.0 s
exact mean amorphization time = 404.0 s
largest error of simple exponential = 0.00366
estimate 2x/e of that error = 0.00368
flux table: J, x, low-flux law, exact 63% fluence, mean, exponent
  (J in cm^-2 s^-1, fluences in cm^-2, exponent of mean fluence)
  1e+12 0.0005 4.000e+16 4.004e+16 4.004e+16 -0.9990
  1e+13 0.0050 4.000e+15 4.040e+15 4.040e+15 -0.9901
  1e+14 0.0500 4.000e+14 4.400e+14 4.400e+14 -0.9091
  1e+15 0.5000 4.000e+13 8.020e+13 8.000e+13 -0.5000
  1e+16 5.0000 4.000e+12 4.611e+13 4.400e+13 -0.0909
high-flux root u = sigma*fluence = 2.1462
high-flux 63% fluence = 4.292e+13 cm^-2
disc test: x = 0.2, mean hits per point = 8.0
disc test amorphous fraction, simulated = 0.680
disc test amorphous fraction, exact formula = 0.682
disc test, low-flux law = 0.798
direct amorphization probability (chosen) = 2.0e-04
fluence factor from direct amorphization = 0.962
flux where direct and two-hit rates match = 4.0e+11 cm^-2 s^-1
amorphous reversion lifetime (chosen) = 10000 s
final amorphous fraction with reversion = 0.961
ion energy = 100 keV, chuck temperature = 350 K
recovery barrier (rough) = 0.40 eV
chuck conductance (rough) = 20 mW/(cm2 K)
beam power density = 0.1602 W/cm2
beam heating = 8.01 K
lifetime with heating = 7.43 ms
fluence factor from heating = 1.342
flux exponent with heating: -0.705, estimate -0.710
scan duty (chosen) = 0.10
fast scan, period 1 ms: rate factor 1.001, low-flux formula 1.001
slow scan, period 1000 ms: rate factor 8.362, low-flux formula 9.000
sputter yield (rough) = 1.0 atoms per ion
silicon atom density (rounded) = 5.0e+22 cm^-3
depth eroded at characteristic fluence = 0.80 nm
\end{verbatim}
